# Internal heating of back-cooled phosphor layers: ceramic versus silicone

A white lamp can be made by shining blue light on a yellow phosphor. Some of the absorbed power becomes heat inside the phosphor layer, and if the layer is cooled from behind, this heat must cross it to reach the heat sink. Suppose the layer is 100 µm thick and receives 20 W/cm² of heat. How much hotter than its back is its front, if it is a dense garnet ceramic, and if it is bound in silicone?

## The estimate

Heat released uniformly through a layer of thickness \(L\) travels, on average, a distance \(L/2\) to the cooled back. A heat flux \(q\) crossing a distance \(d\) in a material of conductivity \(k\) needs a temperature difference \(qd/k\). With \(d=L/2\),

\[
\Delta T\approx\frac{qL}{2k}.
\]

Here \(q=20\ \mathrm{W/cm^2}=2.0\times10^5\ \mathrm{W/m^2}\) and \(L=10^{-4}\ \mathrm m\), so \(qL/2=10\ \mathrm{W/m}\). Round conductivities are 10 W/(m K) for the ceramic near room temperature and 0.2 W/(m K) for silicone:

\[
\Delta T_{\rm ceramic}=\frac{10}{10}\ \mathrm K=1\ \mathrm K,
\qquad
\Delta T_{\rm silicone}=\frac{10}{0.2}\ \mathrm K=50\ \mathrm K .
\]

Two conditions belong to these numbers. The 20 W/cm² is heat, not incident light. The 50 K applies to a layer that conducts like silicone alone; phosphor grains raise the conductivity, as calculated below.

## Derivation from the heat balance

Let \(z\) be the distance from the back and \(S(z)\) the heat released per unit volume and time, with \(\int_0^L S\,dz=q\). Assume a steady state, a fixed back temperature \(T_b\), no loss from the front, constant \(k\), and a heated area much wider than \(L\). Write \(\theta=T-T_b\), and let \(J=k\,d\theta/dz\) be the flux towards the back, which is positive when temperature rises towards the front.

A slice between \(z\) and \(z+dz\) receives \(J(z+dz)\) from the front side, generates \(S\,dz\), and passes on \(J(z)\). Hence \(dJ/dz=-S\). Since \(J(L)=0\),

\[
k\frac{d\theta}{dz}=J(z)=\int_z^L S(z')\,dz' .
\]

Integrate from back to front. The double integral covers \(0<z<z'<L\); doing the \(z\) integral first gives a factor \(z'\):

\[
\Delta T=\frac1k\int_0^L dz\int_z^L S(z')\,dz'
=\frac1k\int_0^L z'S(z')\,dz'
=\frac{q\langle z\rangle}{k}.
\]

Thus, for constant \(k\), the front rise depends on the depth profile through its centroid \(\langle z\rangle\) alone. This justifies the average distance used in the estimate.

For uniform heating \(S=q/L\), so \(J=q(1-z/L)\) and

\[
\theta(z)=\frac qk\left(z-\frac{z^2}{2L}\right),\qquad
\Delta T=\theta(L)=\frac{qL}{2k}.
\]

The depth average is

\[
\bar\theta=\frac1L\int_0^L\theta\,dz
=\frac qk\left(\frac L2-\frac L6\right)=\frac{qL}{3k},
\]

or 0.67 K in the ceramic and 33 K in silicone. The average matters for emission from the whole layer, the front value for the hottest material.

## How much light this heat represents

Take a pump wavelength of 450 nm, a power-weighted mean emission wavelength of 560 nm and a quantum efficiency \(\eta=0.95\). Photon energy is inversely proportional to wavelength, so each absorbed photon returns on average the fraction \(\eta r\) of its energy as light, with \(r=450/560\). If all emitted light escapes, the heat fraction is

\[
1-\eta r=1-0.95\times\frac{450}{560}=0.237 .
\]

The absorbed blue irradiance is therefore about 84.5 W/cm², or 0.845 W/mm². Emitted light reabsorbed in the layer would add heat.

## Where the light is absorbed

Blue light is attenuated as it enters, so uniform heating is an idealization. Let \(s\) be the depth from the entry face, \(\alpha\) the absorption coefficient and \(\tau=\alpha L\). At fixed total heat,

\[
S(s)=\frac{q\alpha e^{-\alpha s}}{1-e^{-\tau}} .
\]

Integration by parts gives

\[
\int_0^L s\alpha e^{-\alpha s}ds
=-Le^{-\tau}+\frac{1-e^{-\tau}}{\alpha},
\]

and division by \(1-e^{-\tau}\) gives the centroid depth

\[
\langle s\rangle=L\left(\frac1\tau-\frac1{e^\tau-1}\right).
\]

For \(\tau=2\), \(\langle s\rangle=0.3435L\). Light entering at the back has \(\langle z\rangle=\langle s\rangle\); light entering at the front has \(\langle z\rangle=L-\langle s\rangle\). The silicone rise becomes 34 K or 66 K respectively, and the ceramic rise 0.69 K or 1.31 K. These values assume a single pass of the light. With front entry the fraction \(e^{-2}\approx0.135\) reaches the back; if the back is a perfect mirror, the second pass moves the centroid to \(0.619L\), and the front-entry rises fall to 62 K and 1.24 K.

As \(\tau\to0\) the centroid returns to \(L/2\). As \(\tau\to\infty\) all heat is released at the entry face: the rise tends to \(qL/k\), twice the uniform value, for front entry, and to zero for back entry.

## Silicone that contains phosphor

Consider first one spherical grain of radius \(R\) and conductivity \(k_p\) in a matrix of conductivity \(k_m\), with a distant temperature gradient \(G\). Set the temperature at the grain's centre to zero and measure the polar angle \(\vartheta\) from the gradient. Solutions of Laplace's equation with the required behaviour are

\[
T_{\rm in}=Ar\cos\vartheta,\qquad
T_{\rm out}=\left(Gr+\frac{B}{r^2}\right)\cos\vartheta .
\]

With perfect thermal contact, temperature and normal flux are continuous at \(r=R\):

\[
A=G+\frac B{R^3},\qquad
k_pA=k_m\left(G-\frac{2B}{R^3}\right).
\]

Eliminating \(A\) gives

\[
B=-GR^3\gamma,\qquad \gamma=\frac{k_p-k_m}{k_p+2k_m}.
\]

Now place \(N\) such grains in a large sphere of radius \(R_0\), with volume fraction \(\phi=NR^3/R_0^3\). In Maxwell's approximation each grain responds to the same gradient \(G\), so the distant disturbance has amplitude \(-GNR^3\gamma=-GR_0^3\phi\gamma\). A homogeneous sphere of conductivity \(k_e\) would produce \(-GR_0^3(k_e-k_m)/(k_e+2k_m)\). Equating the two,

\[
\frac{k_e-k_m}{k_e+2k_m}=\phi\gamma
\quad\Rightarrow\quad
k_e=k_m\frac{1+2\phi\gamma}{1-\phi\gamma}.
\]

For \(\phi=0.30\), \(k_p=10\) and \(k_m=0.2\) W/(m K), this gives \(k_e=0.436\) W/(m K). A numerical solution for a simple cubic array of spheres on a coarse grid gives 0.447 W/(m K). Its last digit is not converged, because the grid represents the sphere by steps. For smooth spheres a multipole expansion converges to 0.444 W/(m K), about 1.7 % above Maxwell's value; this remainder is the interaction between grains that Maxwell's formula omits.

The uniform-heating rise is now

\[
\Delta T_{\rm filled}=\frac{10}{0.436}\ \mathrm K\approx23\ \mathrm K ,
\]

less than half the 50 K of the unfilled conductivity. Thermal resistance at the grain surfaces, omitted here, would lower \(k_e\) and raise this value.

The heat is released in the grains, so each grain is also warmer than the average of the silicone around it. On the grain's front side the silicone can still be the warmer of the two, because the temperature rises towards the front of the layer. The heat density inside a grain is \(S/\phi\). For an isolated grain, the power \((S/\phi)(4\pi R^3/3)\) crosses every surrounding sphere of area \(4\pi r^2\), hence

\[
-k_m\frac{dT}{dr}=\frac{S}{\phi}\frac{R^3}{3r^2},
\qquad
\delta T=\frac{SR^3}{3\phi k_m}\int_R^\infty\frac{dr}{r^2}
=\frac{SR^2}{3\phi k_m}.
\]

With \(S=2.0\times10^9\ \mathrm{W/m^3}\) and \(R=5\) µm, \(\delta T=0.28\) K. At 30 % filling the grains are not isolated: in a simple cubic array the narrowest gap between neighbours is only about \(0.4R\), and the silicone around a grain is also warmed by the other grains. The value for an isolated grain is therefore an overestimate of the local difference, and even so it is small beside the rise across the layer.

## Conductivity and efficiency at working temperature

Take a back at 400 K. As a rough model of the ceramic, let \(k=k_0T_0/T\), with \(k_0=10\) W/(m K) at \(T_0=300\) K. The flux is still \(q(1-z/L)\), because the heat balance does not involve \(k\). Integrating \(k\,dT=J\,dz\) through the layer,

\[
k_0T_0\ln\frac{T_b+\Delta T}{T_b}=\frac{qL}{2},
\qquad
\Delta T=T_b\left[\exp\left(\frac{qL}{2k_0T_0}\right)-1\right].
\]

This gives 1.34 K. The increase over 1 K comes almost entirely from the lower conductivity at the back temperature, \(10\times300/400=7.5\) W/(m K), which alone would give 1.33 K.

A hotter phosphor may also convert light less efficiently. Hold the absorbed pump power and \(k\) fixed, and let the quantum efficiency be \(\eta\) at the back temperature and fall by \(c=5\times10^{-4}\) for each kelvin above that temperature. The heat fraction is then \(1-(\eta-c\theta)r\), so

\[
S=\frac qL(1+\beta\theta),\qquad
\beta=\frac{cr}{1-\eta r}=1.70\times10^{-3}\ \mathrm{K^{-1}} .
\]

Here \(q\) is the heat that would be released if the whole layer stayed at \(T_b\). With \(u=1+\beta\theta\), the balance \(k\theta''=-S\) becomes

\[
u''=-\frac{m^2}{L^2}u,\qquad m^2=\frac{\beta qL}{k}.
\]

The front condition \(u'(L)=0\) selects \(u=C\cos[m(1-z/L)]\), and \(u(0)=1\) gives \(C=1/\cos m\). Therefore

\[
\Delta T=\frac{1}{\beta}\left(\frac1{\cos m}-1\right),\qquad m<\frac\pi2 .
\]

For small \(m\), \(1/\cos m\approx1+m^2/2\), which restores \(qL/(2k)\). The silicone result is 53.8 K; the ceramic change is about 0.001 K. The divergence at \(m=\pi/2\), reached in silicone near \(q=290\) W/cm², belongs to the linear efficiency law, which cannot be trusted for such large temperature rises. This does not make runaway an artefact. Thermal quenching steepens with temperature, and the 53.8 K depends on the form of the law. Take \(\eta=\eta_0/(1+Ae^{-E/k_BT})\), matched to the same efficiency and slope at 400 K. It gives 59 K for \(E=0.5\) eV. For \(E=0.8\) eV the cool steady state of the unfilled-silicone model ends near \(q=19\) W/cm², so at 20 W/cm² the layer jumps to a much hotter state.

## Heat that leaves by other routes

**Front loss.** Let the front lose \(h(\Theta+\Delta T)\) per unit area, where \(\Theta=T_b-T_a\) is the back's excess over ambient temperature \(T_a\). This flux points away from the back, so \(J(L)=-h(\Theta+\Delta T)\), and

\[
J(z)=q\left(1-\frac zL\right)-h(\Theta+\Delta T).
\]

Integration gives \(k\Delta T=qL/2-hL(\Theta+\Delta T)\), or

\[
\Delta T=\frac{qL/(2k)-hL\Theta/k}{1+hL/k}.
\]

Take \(T_b=400\) K and \(T_a=300\) K, so \(\Theta=100\) K, and keep the conductivities of the basic estimate. Convection of 10 W/(m² K) and emissivity 0.9 then give \(h\approx19\) W/(m² K) for ceramic and 21 W/(m² K) for silicone, with the radiative part evaluated at the front temperature found without loss. The rises become 0.98 K and 48.4 K. Back cooling dominates.

**Sideways flow.** Let the heated spot have radius \(a\), in a layer that continues beyond it. Expand in functions that vanish at the back and have zero slope at the front:

\[
\theta=\sum_{n=0}^\infty g_n(r)\sin\frac{\mu_nz}{L},\quad
\mu_n=\left(n+\tfrac12\right)\pi,\quad
1=\sum_{n=0}^\infty\frac2{\mu_n}\sin\frac{\mu_nz}{L}.
\]

Inside the spot the heat equation gives

\[
g_n''+\frac{g_n'}r-\frac{\mu_n^2}{L^2}g_n=-\frac{2S}{k\mu_n},
\]

with zero on the right outside. The solutions regular at the centre and at infinity are

\[
g_n=\frac{2SL^2}{k\mu_n^3}
\begin{cases}
1-C_nI_0(\mu_nr/L), & r<a,\\
D_nK_0(\mu_nr/L), & r>a,
\end{cases}
\]

where \(I_\nu,K_\nu\) are modified Bessel functions. Put \(b_n=\mu_na/L\). Continuity of value and slope requires \(1-C_nI_0=D_nK_0\) and \(C_nI_1=D_nK_1\), all at \(b_n\). Eliminating \(D_n\) and using \(I_0K_1+I_1K_0=1/b_n\) gives \(C_n=b_nK_1(b_n)\). At the front centre \(I_0(0)=1\) and \(\sin\mu_n=(-1)^n\). Dividing by the wide-spot result \(SL^2/(2k)\) gives the factor

\[
F=\sum_{n=0}^\infty\frac{4(-1)^n}{\mu_n^3}
\left[1-b_nK_1(b_n)\right].
\]

For a spot 1 mm across, \(a=5L\) and \(F=0.9985\): sideways flow lowers the central rise by 0.15 %. For \(a=L\) the series gives 0.5945 and a direct grid solution 0.5944, so the one-dimensional estimate would then be far too high.

## Settling time and the bond

After a change of power, deviations from the steady profile obey \(\rho c\,\partial_t\theta=k\,\partial_z^2\theta\), where \(\rho c\) is the heat capacity per volume. The slowest one is \(\sin(\pi z/2L)e^{-t/t_1}\). Substitution gives \(\rho c/t_1=k\pi^2/(4L^2)\), hence

\[
t_1=\frac{4L^2\rho c}{\pi^2k}.
\]

With rough heat capacities of 2.73 and 1.54 MJ/(m³ K), \(t_1\) is 1.1 ms for ceramic and 31 ms for silicone. With the back held at a fixed temperature, the steady estimate needs heating that lasts several times longer than \(t_1\).

The internal rise also excludes whatever lies below the layer. All the heat crosses a bond of thickness \(b\) and conductivity \(k_b\), adding \(qb/k_b\). For 10 µm of silicone this is

\[
\frac{(2.0\times10^5)(10^{-5})}{0.2}\ \mathrm K=10\ \mathrm K .
\]

If the heated area is several millimetres wide, a ceramic plate on this bond is 11 K hotter at its front than the surface below the bond. The same bond under the unfilled-silicone model gives 60 K. The ratio of total rises is then about 5.5, although the ratio of internal rises is 50.

A smaller spot on a wider ceramic plate has a lower total rise, because heat also spreads sideways in the plate before it crosses the bond. Outside the spot the balance is roughly \(kL\nabla^2\theta=k_b\theta/b\), so the heat spreads over a distance of about \(\sqrt{kLb/k_b}=0.22\) mm. For a spot 1 mm across this is no longer negligible, although sideways flow hardly matters there when the back of the plate is held at a fixed temperature.

The bond also slows the ceramic's settling. The plate stores heat \(\rho cL\) per unit area and kelvin, which must cross the bond's resistance \(b/k_b\). This gives a time of roughly \(\rho cLb/k_b\approx14\) ms, much longer than the 1.1 ms for a fixed back temperature.

## Comparison

Each row changes one assumption from the uniform, constant-property estimate; a dash means that the case was not calculated.

| Case | Ceramic (K) | Silicone (K) |
|---|---:|---:|
| Basic estimate | 1.0 | 50 |
| Light from back, \(\tau=2\) | 0.69 | 34 |
| Light from front, \(\tau=2\) | 1.31 | 66 |
| 30 % phosphor filling | – | 23 |
| Ceramic \(k\propto1/T\), back at 400 K | 1.34 | – |
| Front loss | 0.98 | 48 |
| Falling efficiency, linear law | 1.00 | 54 |

The parameters are rough values for a blue-pumped garnet phosphor in a high-power lamp, not data for one device. A real silicone-bound layer must contain phosphor to absorb the light, so the assumption it breaks most plainly is the unfilled conductivity. At 30 % filling, the absorption profile with \(\tau=2\) moves the 23 K result to \(2\times0.3435\times22.9\approx16\) K for back entry, or \(2\times0.6565\times22.9\approx30\) K for front entry. Scattering can change the profile further. For the ceramic, the bond considered here matters more than any internal correction in the table. The values behind these comparisons are in the numerical output below.

## Numbers as computed

```
Deposited heat: 20.0 W/cm2
Layer thickness: 100 um
Volume heating: 2.00e+09 W/m3
Half of heat times thickness: 10.00 W/m
ceramic: conductivity 10.0 W/(m K)
ceramic: front rise 1.00 K
ceramic: mean rise 0.67 K
silicone: conductivity 0.2 W/(m K)
silicone: front rise 50.00 K
silicone: mean rise 33.33 K
Pump, mean emission wavelength: 450, 560 nm
Quantum efficiency: 0.95
Heat fraction of absorbed pump: 0.237
Absorbed blue irradiance: 84.5 W/cm2
Optical depth: 2.0; centroid depth / L: 0.3435
ceramic: rise, light from front 1.31 K
ceramic: rise, light from back 0.69 K
silicone: rise, light from front 65.65 K
silicone: rise, light from back 34.35 K
Grain volume fraction: 0.30; radius 5.0 um
Filled silicone, Maxwell: 0.436 W/(m K)
Sphere array, numerical: 0.447 W/(m K)
Sphere array, volume fraction: 0.3001
Filled silicone: front rise 22.9 K
Isolated grain above its surroundings: 0.28 K
Back, ambient temperature: 400, 300 K
Ceramic with k proportional to 1/T: rise 1.34 K
Convection: 10 W/(m2 K); emissivity 0.9
ceramic: front loss coefficient 19.0 W/(m2 K)
ceramic: rise with front loss 0.981 K
silicone: front loss coefficient 21.2 W/(m2 K)
silicone: rise with front loss 48.427 K
Efficiency loss per kelvin: 5.0e-04 1/K
Relative heat increase per kelvin: 1.70e-03 1/K
ceramic: rise with feedback 1.001 K
silicone: rise with feedback 53.800 K
Spot radius: 0.5 mm; factor 0.99853
Spot radius = L: series 0.5945, grid 0.5944
ceramic: heat capacity 2.73 MJ/(m3 K)
ceramic: settling time 1.11 ms
silicone: heat capacity 1.54 MJ/(m3 K)
silicone: settling time 31.21 ms
Silicone bond: 10 um; added rise 10.0 K
Ceramic plus bond, numerical: 11.00 K
```
